# Midgap Levels, Relaxation Energy and Shockley-Read-Hall Recombination

**The argument under review.** Two defects in a semiconductor are compared as recombination centres. Defect A has its level at midgap; defect B has its level 0.2 eV away from midgap. The argument runs as follows: "A recombination centre must capture an electron and a hole. A level near one band exchanges carriers mostly with that band, so a midgap level is the best compromise. Defect A is therefore the more harmful, and no further calculation is needed."

The need for both captures, and the easy thermal emission from a level near a band, are sound physics; that midgap is the best compromise is not true in general, but Section 4 gives conditions under which it holds. The question is whether the conclusion follows from these premises. Level position enters the rate in two ways, through thermal emission and through the capture coefficients, and the argument treats the second as if it were the same for every defect.

## 1. What the rate depends on

Let the trap have two charge states, empty and filled with one electron, and let \(f\) be the filled fraction. The level lies at depth \(x=E_c-E_t\) below the conduction band, in a gap \(E_g\). The carriers are nondegenerate and are placed at the band edges, with effective densities of states \(N_c,N_v\). Spin is left out, and both charge states of the trap are treated as electronically nondegenerate. This is an idealization: of two charge states one electron apart, the one with an odd number of electrons has at least a twofold spin degeneracy in zero magnetic field. Excited trap states, Coulomb enhancement of capture and radiative transitions are left out.

With capture coefficients \(C_n,C_p\), electrons are captured at the rate \(C_n n(1-f)\) per trap. Section 3 shows that they are emitted at the rate \(C_n n_1 f\), where

\[
n_1=N_c e^{-x/kT},\qquad p_1=N_v e^{-(E_g-x)/kT}.
\]

Holes are captured at \(C_p p f\) and emitted at \(C_p p_1(1-f)\). In the steady state the net electron capture equals the net hole capture:

\[
C_n n(1-f)-C_n n_1 f=C_p p f-C_p p_1(1-f).
\]

Collecting the terms in \(f\) gives

\[
f=\frac{C_n n+C_p p_1}{D},\quad 1-f=\frac{C_n n_1+C_p p}{D},\quad D=C_n(n+n_1)+C_p(p+p_1).
\]

For trap density \(N_t\), the recombination rate per volume is

\[
R=N_tC_n[n(1-f)-n_1f]
=\frac{N_tC_n}{D}\left[n(C_nn_1+C_pp)-n_1(C_nn+C_pp_1)\right].
\]

The terms \(C_n n n_1\) cancel. Since \(n_1p_1=N_cN_ve^{-E_g/kT}=n_i^2\), division of numerator and denominator by \(C_nC_p\) leaves the Shockley-Read-Hall (SRH) formula

\[
R=\frac{N_t(np-n_i^2)}{(n+n_1)/C_p+(p+p_1)/C_n}. \tag{1}
\]

The argument under review amounts to setting \(C_n=C_p=C\), the same for all levels. The denominator is then \((n+p+n_1+p_1)/C\). The product \(n_1p_1\) is fixed, so \(n_1+p_1\) is smallest when \(n_1=p_1\), which for \(N_c=N_v\) means midgap. How much this matters depends on the carrier densities:

- In a depleted region, \(n,p\ll n_1,p_1\) and \(R\) is negative: the trap generates carriers. With \(u=x-E_g/2\) and \(N_c=N_v\), \(n_1+p_1=2n_i\cosh(u/kT)\), so leaving midgap multiplies the generation by \(1/\cosh(u/kT)\).
- When \(n\) and \(p\) far exceed \(n_1\) and \(p_1\), the level position drops out of the denominator. The midgap maximum is then a broad plateau.

Under strong excitation, emission therefore gives little reason to prefer A to B. At equal trap density, any large difference must come from \(C_n\) and \(C_p\).

## 2. The capture barrier

Electron capture releases \(\Delta E_n=x\), and hole capture releases \(\Delta E_p=E_g-x\). In a nonradiative transition this energy goes into lattice vibrations. Take one mass-weighted coordinate \(Q\), with the same frequency \(\omega\) in both charge states and equilibrium positions \(\Delta Q\) apart. Before and after a capture releasing \(\Delta E\), the energies are

\[
U_i=\tfrac12\omega^2Q^2+\Delta E,\qquad U_f=\tfrac12\omega^2(Q-\Delta Q)^2.
\]

The relaxation energy is \(\lambda=\tfrac12\omega^2\Delta Q^2\). Because the frequencies are equal, electron and hole capture have the same \(\lambda\). Expanding the square in \(U_f\),

\[
U_i-U_f=\Delta E-\lambda+\omega^2Q\,\Delta Q. \tag{2}
\]

The curves cross at \(Q_c=(\lambda-\Delta E)/(\omega^2\Delta Q)\). The height of the crossing above the initial minimum is

\[
b=\tfrac12\omega^2Q_c^2=\frac{(\lambda-\Delta E)^2}{2\omega^2\Delta Q^2}
=\frac{(\Delta E-\lambda)^2}{4\lambda}, \tag{3}
\]

where the last step uses \(\omega^2\Delta Q^2=2\lambda\). The barrier vanishes when the final curve passes through the initial minimum, that is, when \(\lambda=\Delta E\). Its two derivatives are

\[
\frac{\partial b}{\partial\lambda}=\frac14\left(1-\frac{\Delta E^2}{\lambda^2}\right),
\qquad
\frac{\partial b}{\partial\Delta E}=\frac{\Delta E-\lambda}{2\lambda}.
\]

More relaxation lowers the barrier while \(\lambda<\Delta E\) and raises it when \(\lambda>\Delta E\). Factoring \(\lambda^2-\Delta E^2\) shows that the magnitude of the first derivative is \((\Delta E+\lambda)/(2\lambda)\) times that of the second. For \(\lambda<\Delta E\) this factor exceeds one: a small change in relaxation energy then alters the barrier of that capture more than an equal change in level position does.

## 3. From barrier to capture coefficient

Let \(W\) be the electronic matrix element between the trap state and one band-edge state normalized in volume \(\Omega\), taken independent of \(Q\) and weak enough for the golden rule. One carrier in \(\Omega\) is a density \(1/\Omega\), so

\[
C=\frac{2\pi}{\hbar}\,\Omega|W|^2\,G(\Delta E), \tag{4}
\]

where \(G\) is the thermal density, per unit energy, of configurations that conserve energy.

**Classical vibrations.** Here \(G\) is the probability density of \(U_i-U_f\) at zero. Thermal \(Q\) is Gaussian with variance \(kT/\omega^2\). By (2), the energy difference is Gaussian with mean \(\Delta E-\lambda\) and variance \(\omega^4\Delta Q^2\,kT/\omega^2=2\lambda kT\). Hence

\[
G_{\rm cl}(\Delta E)=\frac{1}{\sqrt{4\pi\lambda kT}}\,e^{-(\Delta E-\lambda)^2/(4\lambda kT)}. \tag{5}
\]

**Quantum vibrations.** Equation (5) treats \(Q\) classically. This becomes exact as \(\hbar\omega/kT\to0\) at fixed \(\lambda\) and \(\Delta E\), but phonon energies are often comparable with \(kT\) at room temperature. Let \(S=\lambda/\hbar\omega\) be the Huang-Rhys factor and \(N=1/(e^{\hbar\omega/kT}-1)\). Measured from their own zero-point levels, the vibrational Hamiltonians are \(H_i=\hbar\omega a^\dagger a\) and \(H_f=\mathcal D H_i\mathcal D^\dagger\), with \(\mathcal D=\mathcal D(\sqrt S)\) and \(\mathcal D(\gamma)=e^{\gamma a^\dagger-\gamma^*a}\). Writing the energy-conserving delta function as a time integral,

\[
G=\int\frac{dt}{2\pi\hbar}\,e^{i\Delta E t/\hbar}\,
\left\langle e^{iH_it/\hbar}e^{-iH_ft/\hbar}\right\rangle .
\]

Under \(H_i\), \(a^\dagger\) acquires the phase \(e^{i\omega t}\), so the average is that of \(\mathcal D(\sqrt S e^{i\omega t})\,\mathcal D(-\sqrt S)\). The product rule \(\mathcal D(\alpha)\mathcal D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}\mathcal D(\alpha+\beta)\) supplies the phase \(e^{-iS\sin\omega t}\). The exponent of \(\mathcal D(\gamma)\) is linear in \(a,a^\dagger\), hence Gaussian in a thermal oscillator, and \(\langle\mathcal D(\gamma)\rangle=e^{-|\gamma|^2(2N+1)/2}\). With \(|\gamma|^2=2S(1-\cos\omega t)\), the average becomes

\[
\exp\left[-S(2N+1)+S(N+1)e^{-i\omega t}+SNe^{i\omega t}\right].
\]

Expand the last two exponentials in powers \(j\) and \(k\). The time integral gives \(\delta(\Delta E-(j-k)\hbar\omega)\), a set of lines at \(\Delta E=m\hbar\omega\) with \(m=j-k\). The weight of line \(m\) is

\[
e^{-S(2N+1)}\sum_k\frac{[S(N+1)]^{k+m}(SN)^k}{(k+m)!\,k!}.
\]

The sum is a modified Bessel series. Now spread each line over one spacing \(\hbar\omega\). This approximates a phonon spectrum just broad enough to merge the lines; a wider spectrum with the same \(S\) and \(\lambda\) leaves \(G\) nearly unchanged close to its peak but raises it in the tail where \(\Delta E\) far exceeds \(\lambda\). The result is

\[
G_{\rm q}=\frac{e^{-S(2N+1)}}{\hbar\omega}\left(\frac{N+1}{N}\right)^{m/2}
I_m\!\left(2S\sqrt{N(N+1)}\right). \tag{6}
\]

**Emission.** The reverse transition has the same \(\lambda\) and \(W\) but releases \(-\Delta E\). In (5), \((\Delta E+\lambda)^2-(\Delta E-\lambda)^2=4\lambda\Delta E\). In (6), \(I_{-m}=I_m\) and \((N+1)/N=e^{\hbar\omega/kT}\). Both give

\[
G(-\Delta E)=G(\Delta E)\,e^{-\Delta E/kT}.
\]

A trapped electron can go to \(N_c\Omega\) empty band states, so its emission rate is \(N_c\Omega(2\pi/\hbar)|W|^2G(-x)=C_nN_ce^{-x/kT}=C_nn_1\), as used in Section 1. The hole case is identical with \(x\to E_g-x\).

## 4. What survives of the midgap rule

Compare levels at different depths with the same \(\lambda\), the same \(W\) and \(\Omega\) for both carriers, \(N_c=N_v\), and \(n=p\) fixed with \(np>n_i^2\). With classical capture, the denominator of (1) is proportional to

\[
n e^{b_p/kT}+N_ce^{(b_p-x)/kT}+n e^{b_n/kT}+N_ce^{(b_n-E_g+x)/kT}.
\]

Each exponent is quadratic in \(x\) with positive second derivative \(1/(2\lambda kT)\), and the exponential of a convex function is convex. The sum \(F(x)\) is therefore strictly convex. It is also symmetric, because \(x\to E_g-x\) exchanges \(b_n\) and \(b_p\). Hence \(F(E_g/2)\le\frac12[F(x)+F(E_g-x)]=F(x)\). Within these conditions midgap is the best position for every \(\lambda\), even when \(\lambda\) is far from \(E_g/2\). A rebuttal claiming that the best level sits at \(x=\lambda\) would be wrong here unless \(\lambda=E_g/2\), because moving the level there from midgap would speed up one capture and slow down the other.

The cost of leaving midgap does depend on \(\lambda\). Let \(a=E_g/2-\lambda\), so that \(\Delta E_n-\lambda=a+u\) and \(\Delta E_p-\lambda=a-u\). At high injection \(n_1,p_1\) and \(n_i^2\) are negligible, and \(R=N_tn/(1/C_n+1/C_p)\). The two captures act in series:

\[
\frac1{C_n}+\frac1{C_p}\propto e^{(a+u)^2/(4\lambda kT)}+e^{(a-u)^2/(4\lambda kT)}
=2e^{(a^2+u^2)/(4\lambda kT)}\cosh\frac{au}{2\lambda kT}.
\]

Dividing the value at \(u=0\) by the value at \(u\),

\[
\frac{R(u)}{R(0)}=\frac{e^{-u^2/(4\lambda kT)}}{\cosh[au/(2\lambda kT)]}. \tag{7}
\]

The larger of the two barriers is \((|a|+|u|)^2/(4\lambda)\). This is the quantity that the argument omits: a defect with small \(|u|\) but large \(|a|\) and small \(\lambda\) can have a much higher barrier than one with moderate \(|u|\) and \(\lambda\) near \(E_g/2\).

For a midgap level \(C_n=C_p\propto\lambda^{-1/2}e^{-b/kT}\). With \(h=E_g/2\), minimizing \(\frac12\ln\lambda+(h-\lambda)^2/(4\lambda kT)\) requires

\[
\frac1{2\lambda}+\frac{1}{4kT}\left(1-\frac{h^2}{\lambda^2}\right)=0
\;\Rightarrow\;\lambda^2+2kT\lambda-h^2=0,
\]

and the positive root is \(\lambda=\sqrt{h^2+k^2T^2}-kT\). It lies slightly below the barrierless value \(h\) because the prefactor favours small \(\lambda\).

## 5. The comparison carried out

Take model parameters \(E_g=1.5\) eV, \(T=300\) K (\(kT=0.02585\) eV), \(\hbar\omega=0.025\) eV, \(N_c=N_v=10^{19}\) cm\(^{-3}\), \(N_t=10^{13}\) cm\(^{-3}\) and \(n=p=10^{15}\) cm\(^{-3}\). Electronvolts and centimetres are the natural units for these quantities. The coupling \(W=0.010\) eV in \(\Omega=10^{-21}\) cm\(^3\) gives \((2\pi/\hbar)\Omega|W|^2=9.546\times10^{-10}\) eV cm\(^3\)/s.

Let A have \(x=0.75\) eV and \(\lambda=0.2\) eV, and let B have \(x=0.55\) eV and \(\lambda=0.7\) eV. For A both barriers are \(0.55^2/0.8=0.378\) eV, and

\[
C_n=C_p=9.546\times10^{-10}\times\frac{e^{-0.3781/0.02585}}{\sqrt{4\pi(0.2)(0.02585)}}
\approx1.66\times10^{-15}\ \mathrm{cm^3/s}.
\]

For B the barriers are \(0.15^2/2.8=0.0080\) eV for electrons and \(0.25^2/2.8=0.0223\) eV for holes. The coefficients are \(C_n=1.47\times10^{-9}\) and \(C_p=8.44\times10^{-10}\) cm\(^3\)/s. The lifetime \(\tau=n/R=(1/C_n+1/C_p)/N_t\) is \(1.87\times10^{-4}\) s for B and 120 s for A.

The other two combinations separate the effects of position and relaxation:

| \(x\) (eV) | \(\lambda\) (eV) | classical \(\tau\) (s) | quantum \(\tau\) (s) |
|---|---|---|---|
| 0.75 | 0.2 | \(1.2\times10^{2}\) | \(4.9\) |
| 0.55 | 0.2 | \(1.7\times10^{7}\) | \(9.3\times10^{3}\) |
| 0.75 | 0.7 | \(1.0\times10^{-4}\) | \(1.1\times10^{-4}\) |
| 0.55 | 0.7 | \(1.9\times10^{-4}\) | \(1.9\times10^{-4}\) |

At equal \(\lambda\) the midgap level wins in both models. Moving it by 0.2 eV multiplies the classical rate by \(6.9\times10^{-6}\) at \(\lambda=0.2\) eV, where hole capture acquires a barrier of 0.703 eV, but by only 0.55 at \(\lambda=0.7\) eV. Between the two defects in question, however, B recombines faster than A by a factor \(6.4\times10^5\) classically and \(2.7\times10^4\) with quantum vibrations.

The difference between these factors is a warning about (3). For A, quantum capture is 24 times faster than classical capture. The three captures at \(\lambda=0.2\) eV all have \(\Delta E>\lambda\), and their quantum-to-classical ratios are 2.3, 24 and \(1.9\times10^3\) for barriers of 0.153, 0.378 and 0.703 eV, while both of B's coefficients change by less than one percent. Ranking these two defects by \(e^{-b/kT}\) alone therefore exaggerates their contrast. The barrier height alone does not fix the enhancement. At \(\Delta E=0\), use \(I_0(z)\approx e^z/\sqrt{2\pi z}\) for large \(z\), \(2N+1=\coth(\hbar\omega/2kT)\) and \(2\sqrt{N(N+1)}=1/\sinh(\hbar\omega/2kT)\). The exponent of (6) is then \(-S\tanh(\hbar\omega/4kT)\), against the classical \(-S\hbar\omega/4kT\). The two differ by about \(S(\hbar\omega/kT)^3/192\), only about 0.3 for \(S=60\), where the barrier \(\lambda/4\) is nearly as high as that of A. The lifetimes in the table belong to this channel alone; any faster process would set the actual lifetime.

With constant equal capture coefficients, the level at 0.55 eV would have been slower than the midgap level by a relative \(3\times10^{-6}\), since \(n_1=5.8\times10^9\) cm\(^{-3}\) is tiny beside \(n\). In a depleted region the same assumption gives a ratio \(8.7\times10^{-4}\), which is the strongest preference for midgap that constant equal coefficients can give for these two levels. Even there B generates carriers faster than A, by a factor 440 classically and 18 with quantum vibrations. B's advantage is smaller than under strong excitation by a factor of about 1450 in both models. Since B's generation is now limited by the term \(n_1/C_p\), reversing the order with A's coefficients held fixed would need B's hole capture coefficient reduced by a factor of 440 classically or 18 with quantum vibrations. The quantum margin depends on the phonon energy. At \(\hbar\omega=0.050\) eV, (6) raises A's coefficients from \(4.1\times10^{-14}\) to \(9.4\times10^{-13}\) cm\(^3\)/s while B's \(C_p\) hardly changes, and the depleted ratio falls to 0.79, so A then generates slightly faster. Under strong excitation B still leads, by about \(1.1\times10^3\).

## 6. Minority-carrier capture in doped material

The condition \(n=p\) in Section 4 matters. In p-type material with hole density \(p_0\) and a small excess \(\Delta n\ll p_0\), let \(n\approx\Delta n\) and \(np-n_i^2\approx p_0\Delta n\). If \(p_1\ll p_0\) and hole capture is not limiting, meaning \((n+n_1)/C_p\ll p_0/C_n\), then (1) reduces to

\[
R\approx N_tC_n\Delta n.
\]

At fixed \(\lambda\) the classical \(C_n\) is largest at \(x=\lambda\), where electron capture has no barrier. The abundance of holes compensates for their slower capture.

For \(\lambda=0.5\) eV, \(p_0=10^{17}\) cm\(^{-3}\) and \(\Delta n=10^{12}\) cm\(^{-3}\), the full classical formula (1) has its optimum at \(x=0.501\) eV, not at 0.75 eV. The small shift towards midgap comes from the remaining hole term \((n+n_1)/C_p\), which decreases with \(x\) there. The gain over midgap is a factor 3.3, in agreement with \(e^{b/kT}\) for the midgap electron barrier \(b=0.25^2/2=0.031\) eV. If \(\lambda\) is so small that a level at \(x=\lambda\) leaves a high barrier for holes, the condition on hole capture fails and the optimum moves back towards midgap.

## 7. Assessment

The conclusion about defects A and B does not follow from their level positions. For classical capture in this spinless model, Section 4 proves the argument valid if it is restricted to defects with equal relaxation energies and one common coupling for electrons and holes, at equal trap density, with \(n=p\) and \(N_c=N_v\); with quantum vibrations the same ordering was found for the cases in the table. Without that restriction it needs \(\lambda\), \(W\) and \(N_t\) for each defect, together with the carrier densities at which the comparison is made. Where quantum vibrations matter, as for A, it also needs the phonon energy. If the two charge states have different vibrational frequencies, electron and hole capture have different relaxation energies, and the symmetry used in Section 4 is lost. The numerical check tests the barrier, both line shapes, the trap balance and the optima stated here.

## Computed results

```
temperature = 300 K, kT = 0.025852 eV
gap = 1.50 eV, phonon energy = 0.025 eV
coupling W = 0.010 eV in volume 1.0e-21 cm^3
prefactor (2 pi/hbar) volume W^2 = 9.5458e-10 eV cm^3/s
Nc = Nv = 1.0e+19 cm^-3
trap density = 1.0e+13 cm^-3
n = p = 1.0e+15 cm^-3
ni = 2.515e+06 cm^-3
depth 0.75 eV: n1 = 2.515e+06, p1 = 2.515e+06 cm^-3
depth 0.55 eV: n1 = 5.760e+09, p1 = 1.098e+03 cm^-3
TRAP depth = 0.75 eV, lambda = 0.20 eV, S = 8
  barriers: electron 0.3781 eV, hole 0.3781 eV
  classical: Cn = 1.664e-15, Cp = 1.664e-15 cm^3/s, lifetime = 1.202e+02 s
  quantum: Cn = 4.052e-14, Cp = 4.052e-14 cm^3/s, lifetime = 4.935e+00 s
TRAP depth = 0.55 eV, lambda = 0.20 eV, S = 8
  barriers: electron 0.1531 eV, hole 0.7031 eV
  classical: Cn = 1.002e-11, Cp = 5.774e-21 cm^3/s, lifetime = 1.732e+07 s
  quantum: Cn = 2.337e-11, Cp = 1.072e-17 cm^3/s, lifetime = 9.329e+03 s
TRAP depth = 0.75 eV, lambda = 0.70 eV, S = 28
  barriers: electron 0.0009 eV, hole 0.0009 eV
  classical: Cn = 1.934e-09, Cp = 1.934e-09 cm^3/s, lifetime = 1.034e-04 s
  quantum: Cn = 1.857e-09, Cp = 1.857e-09 cm^3/s, lifetime = 1.077e-04 s
TRAP depth = 0.55 eV, lambda = 0.70 eV, S = 28
  barriers: electron 0.0080 eV, hole 0.0223 eV
  classical: Cn = 1.467e-09, Cp = 8.442e-10 cm^3/s, lifetime = 1.866e-04 s
  quantum: Cn = 1.471e-09, Cp = 8.493e-10 cm^3/s, lifetime = 1.857e-04 s
classical rate ratio, depth 0.55 / 0.75 eV at lambda 0.2 eV = 6.939e-06
classical rate ratio, depth 0.55 / 0.75 eV at lambda 0.7 eV = 5.542e-01
classical off-midgap(0.7)/midgap(0.2) rate ratio = 6.439e+05
classical same ratio, depleted generation = 4.430e+02
quantum rate ratio, depth 0.55 / 0.75 eV at lambda 0.2 eV = 5.290e-04
quantum rate ratio, depth 0.55 / 0.75 eV at lambda 0.7 eV = 5.799e-01
quantum off-midgap(0.7)/midgap(0.2) rate ratio = 2.657e+04
quantum same ratio, depleted generation = 1.830e+01
constant C, depth 0.55/0.75 eV, n = p: ratio = 0.9999971
constant C, same, depleted generation: ratio = 8.733e-04
best depth at lambda 0.2 eV, n = p: 0.7500 eV
best depth at lambda 0.7 eV, n = p: 0.7500 eV
best depth at lambda 1.1 eV, n = p: 0.7500 eV
best lambda for midgap level = 0.7246 eV
p-type: p0 = 1.0e+17, excess = 1.0e+12 cm^-3
p-type: lambda = 0.50 eV, best depth = 0.5007 eV
p-type: best rate / midgap rate = 3.345
```
